Fisher's grain-boundary diffusion law: the quarter-power depth and its limits

**1. The situation**

A metal film on a chip is made of grains. Atoms move much faster along the boundaries between grains than through the grains themselves. If a foreign or labelled species is supplied at one edge of the film, it runs ahead along the boundaries, but on the way it leaks sideways into the grains. How far does it get in a time t?

Without leakage the depth would grow as t^{1/2}. Fisher's approximation for the leaking boundary gives t^{1/4}. These notes derive that law, find which part of it survives a better treatment of the leakage, and locate the times at which it fails.

**2. The model**

A boundary is a flat slab of width δ and diffusivity D_b. The grains on both sides have lattice diffusivity D ≪ D_b. Depth y is measured along the slab from the supplied surface, and x is measured into a grain from the face of the slab. The surface y = 0 is held at concentration c0 from t = 0, and the solid is empty before that.

The diffusivities are constant. The concentration c_b(y,t) is uniform across the thin slab and equals the grain concentration c at the face, as for a tracer that does not segregate. There is no current, no stress gradient and no motion of the boundary. "Depth" means the y at which c_b has fallen to c0/e.

Take a slab element of height dy and unit length along the third direction. Its content δ dy c_b changes by the difference of the fluxes along y and by the flow through two faces. The flux into one grain is −D ∂c/∂x at x = 0, which is positive when c falls away from the face. Hence

δ ∂c_b/∂t = δD_b ∂²c_b/∂y² + 2D (∂c/∂x) at x = 0. (1)

The last term is negative: it is the loss.

**3. Leakage from a face at constant concentration**

Suppose first that the face concentration has been constant, equal to c_b, since t = 0. If flow in the grain is along x only, ∂c/∂t = D ∂²c/∂x². Neither the equation nor the conditions contain a length, so try c = c_b g(u) with u = x/(2√(Dt)). Then

∂c/∂t = −c_b u g′/(2t), ∂²c/∂x² = c_b g″/(4Dt),

and the diffusion equation becomes g″ = −2u g′. Its integral is g′ = A exp(−u²). The conditions g(0) = 1 and g(∞) = 0 require A = −2/√π, because ∫₀^∞ exp(−u²) du = √π/2. Therefore

c = c_b erfc[x/(2√(Dt))].

The flux into the grain is

−D ∂c/∂x at x = 0 = D c_b (2/√π)/(2√(Dt)) = c_b √(D/(πt)). (2)

It falls with time because the filled layer in the grain thickens and the gradient flattens.

**4. Fisher's closure**

Three simplifications are now made.

(a) Storage in the slab, the left side of (1), is dropped. The slab is so thin that nearly everything entering it passes into the grains.

(b) Lattice flow along y is dropped.

(c) The flux (2) is used with the present value of c_b, as if it had held since t = 0.

Equation (1), divided by δ, becomes

D_b ∂²c_b/∂y² = (2/δ) √(D/(πt)) c_b. (3)

At fixed t this is an ordinary equation with a constant coefficient. The solution that equals c0 at the surface and decays with depth is

c_b = c0 exp(−y/L_F), 1/L_F² = [2/(δD_b)] √(D/(πt)).

Inverting and taking the root,

L_F = (δD_b/2)^{1/2} (πt/D)^{1/4}. (4)

The depth is a compromise between supply and loss: L_F² is D_b divided by a leakage rate that falls as t^{−1/2}, so L_F² grows as t^{1/2}. A larger lattice diffusivity makes the penetration shallower, since it strengthens the leak.

**5. Keeping the history of the leak**

Simplification (c) contradicts its own result. By (4) the concentration at a given depth rises with time, so the face has not been at its present value since t = 0. This can be repaired while (a) and (b) are kept.

Let a bar denote the Laplace transform in time, with variable s. In the initially empty grain, s c̄ = D ∂²c̄/∂x², so

c̄ = c̄_b exp(−x√(s/D)), with flux into the grain √(Ds) c̄_b. (5)

Write √(Ds) c̄_b = √D · s^{−1/2} · (s c̄_b). The factor s^{−1/2} is the transform of 1/√(πt), and s c̄_b is that of ∂c_b/∂t, since c_b starts from zero at y > 0. A product of transforms is a convolution in time:

flux = √(D/π) ∫₀^t (∂c_b/∂t′)/√(t−t′) dt′. (6)

Each past rise of the face concentration contributes a flux that has decayed for the time t−t′.

With the flux from (5), the slab balance is

D_b ∂²c̄_b/∂y² = (2/δ) √(Ds) c̄_b.

The constant surface value transforms to c0/s, and hence

c̄_b = (c0/s) exp(−κy s^{1/4}), κ = [2√D/(δD_b)]^{1/2}. (7)

In the inversion integral put s = σ/t. Then ds/s = dσ/σ, and y and t enter only through κy/t^{1/4}:

c_b = c0 F(y/ℓ), ℓ = t^{1/4}/κ = (δD_b/2)^{1/2} (t/D)^{1/4}, (8)

F(z) = (1/2πi) ∫ exp(σ − zσ^{1/4}) dσ/σ.

The depth of any fixed concentration is a fixed multiple of ℓ. **The power 1/4 therefore does not depend on simplification (c).** What changes is the shape of the profile and the numerical factor.

To evaluate F, bend the contour so that both ends run to σ = −∞ around the cut on the negative axis. There exp(σ) decays faster than exp(z|σ|^{1/4}) can grow, so the exponential in z may be expanded and integrated term by term. Using 1/Γ(a) = (1/2πi) ∫ exp(σ) σ^{−a} dσ on this contour, with a = 1 − n/4,

F(z) = Σ (−z)^n / [n! Γ(1 − n/4)], n = 0, 1, 2, … (9)

Terms with n = 4, 8, … vanish, because 1/Γ is zero there.

For large z the integral is governed by the point where σ − zσ^{1/4} is stationary: 1 = (z/4)σ^{−3/4}, so σ = (z/4)^{4/3}. The exponent there is (z/4)^{4/3} − 4(z/4)^{4/3}, which gives

F ~ exp[−3(z/4)^{4/3}] apart from a slowly varying factor.

On a logarithmic plot the deep profile bends downward, whereas Fisher's is straight.

**6. The sign of Fisher's error**

First, c_b in (7) never decreases with time. For constant face concentration, (5) says that exp(−a√s)/s is the transform of erfc[a/(2√t)]. Hence exp(−a√s) is the transform of its time derivative,

f_a(t) = a/(2√π t^{3/2}) exp[−a²/(4t)],

which is positive. Use this identity with √s in place of s:

exp(−κy s^{1/4}) = ∫₀^∞ f_{κy}(τ) exp(−τ√s) dτ.

Every exp(−τ√s) is the transform of a positive function of time, so the left side is too. The factor 1/s in (7) integrates that function from 0 to t, and the integral can only rise. The same formula gives c_b/c0 = ∫₀^∞ f_{κy}(τ) erfc[τ/(2√t)] dτ. This tends to zero at great depth, where the weight f_{κy} moves to large τ.

Now 1/√(t−t′) ≥ 1/√t in (6), and ∂c_b/∂t′ ≥ 0, so

flux ≥ √(D/(πt)) ∫₀^t (∂c_b/∂t′) dt′ = c_b √(D/(πt)).

The true leak, within this model, is at least the one Fisher assigns to the same c_b. Recently arrived atoms have steep gradients beside them.

Let w be the history-keeping c_b minus Fisher's, at one fixed t. Subtracting (3) gives

D_b ∂²w/∂y² ≥ (2/δ) √(D/(πt)) w,

with w = 0 at the surface and at infinite depth. If w were positive anywhere, it would have a positive maximum. There the left side is zero or negative while the right side is positive, a contradiction. So w ≤ 0, or

F(z) ≤ exp(−z/π^{1/4}).

Fisher's depth is too large. Solving F(z) = 1/e with (9) gives z = 1.148, against π^{1/4} = 1.331.

This matters when (4) is used backwards, as δD_b = 2L²√(D/(πt)), to obtain the boundary diffusivity from a 1/e depth L of c_b. The result is too small by the factor (1.148/1.331)² = 0.744. Sectioning a sample measures the content averaged over each layer instead, whose profile has a different 1/e depth, so this factor does not apply to it.

**7. The time window**

*Too early: storage.* With the left side of (1) restored, the decay rate of c̄_b along y is

√[s/D_b + 2√(Ds)/(δD_b)].

The first term is smaller than the second by the factor δ√s/(2√D). Since s is of order 1/t, storage is negligible when δ/(2√(Dt)) ≪ 1, that is, when t ≫ δ²/(4D). In the opposite limit the rate is √(s/D_b), so c_b = c0 erfc[y/(2√(D_b t))] and the depth grows as t^{1/2}.

*Too late: full grains.* Let parallel boundaries be separated by grains of width d. When √(Dt) reaches d/2, the fields of neighbouring boundaries meet and the grains begin to fill. A filled grain takes up more atoms only as the concentration in the boundary beside it rises. Long after (d/2)²/D the concentration is nearly uniform across slab and grain. One repeat unit then holds (δ+d)c and carries the flow −(δD_b+dD) ∂c/∂y, so

D_eff = (δD_b + dD)/(δ + d), (10)

and the depth again grows as t^{1/2}.

*Too late: an isolated boundary.* Without neighbours, the limit is set by atoms that enter through the lattice directly. From (4),

L_F²/(Dt) = √π β, β = δD_b/(2D√(Dt)).

Simplification (b) needs β ≫ 1, which means t ≪ (δD_b/2D)²/D.

**8. A worked case**

A fine-grained interconnect film is annealed for one hour at 500 K without current. The parameters are round values chosen for illustration, not data for a particular metal: δ = 0.5 nm and d = 1000 nm; in the lattice, a prefactor of 10⁻⁵ m²/s and an activation energy E = 1.30 eV; in the boundary, 10⁻⁶ m²/s and E_b = 0.55 eV. With k_BT = 0.043087 eV,

D = 7.88×10⁻¹⁹ m²/s, D_b = 2.86×10⁻¹² m²/s.

Then δD_b/2 = 7.15×10⁻²² m³/s and t/D = 4.57×10²¹ s²/m², so

ℓ = (2.67×10⁻¹¹)(2.60×10⁵) m = 6.95×10⁻⁶ m = 6.95 μm,
L_F = 1.331 ℓ = 9.25 μm,
history-keeping depth = 1.148 ℓ = 7.98 μm.

The lattice length √(Dt) is 53 nm. The three conditions read: δ/(2√(Dt)) = 0.0047, small as required; d/(2√(Dt)) = 9.4, large; β = 1.7×10⁴, large. In times, the window runs from well above 0.08 s to well below 3.2×10⁵ s, where the grains fill. The limit for an isolated boundary, 10¹² s, is not reached first.

A two-dimensional numerical model of slab and grain, which keeps storage, lattice flow along y and the finite grain width, gives 7.97 μm. For this case the effects dropped in (a) and (b) thus shift the depth by about 0.1 %, while Fisher's use of the present concentration makes it 16 % too large. The ratio of Fisher's concentration to the numerical one grows with depth, from 1.06 at 4 μm to 1.48 at 16 μm. At 16 μm the numerical model and equation (9) both give c_b/c0 = 0.12, and Fisher's exponential gives 0.18.

The time law was tested in the same model. Between 0.25 h and 4 h, a factor of 16, the depth goes from 5.63 to 11.28 μm, a factor of 2.00. The local exponent is 0.251 at one hour and 0.500 at 10⁸ s, where the depth of 481 μm agrees with (10).

At 10⁻⁴ s the exponent is 0.49. There √(Dt) is below the size of an atom, so this is a limit of the equations and not a picture of real leakage. The small deficit from 1/2 follows from the decay rate in section 7. To first order in the leak it is √(s/D_b) + √(D/D_b)/δ. The second part multiplies the profile by a factor exp[−y√(D/D_b)/δ] that does not change with time and weighs more on greater depths.

**9. Heating can reduce the depth**

At fixed time (4) and (8) give a depth proportional to D_b^{1/2} D^{−1/4}. Its activation energy is

E_b/2 − E/4 = 0.275 − 0.325 = −0.050 eV.

It is negative whenever E_b < E/2: heating then strengthens the leak more than the supply. Here E_b lies only 0.10 eV below E/2, so for a real metal the sign has to be checked with measured energies. With the time held at one hour, cooling from 500 K to 475 K increases the depth in the numerical model from 7.97 to 8.46 μm, a factor of 1.061. The formula gives 1.063.

The trend belongs to the window. On sufficient heating the grains fill, and the depth follows √(D_eff t), which grows with temperature. On sufficient cooling √(Dt) falls below δ, leakage ceases to matter, and the depth follows √(D_b t), which shrinks with cooling.

**10. What a current would add**

A current density j in a metal of resistivity ρ exerts a force of magnitude Z*eρj on an atom of effective charge number Z*. By the Nernst–Einstein relation the drift velocity in the boundary is D_b p, with p = Z*eρj/(k_BT). Count p positive when the drift is inward. The flux along the slab is then −D_b ∂c_b/∂y + D_b p c_b, and (3) becomes

∂²c_b/∂y² − p ∂c_b/∂y = c_b/L_F².

For c_b ∝ exp(−qy) this requires q² + pq = 1/L_F². The decaying root is

q = −p/2 + √(p²/4 + 1/L_F²).

For small |p|L_F the depth is 1/q ≈ L_F(1 + pL_F/2). For strong inward drift, q ≈ 1/(pL_F²), so the depth becomes pL_F² and grows as t^{1/2}. The prefactor belongs to Fisher's closure. With the history kept, 1/L_F² is replaced by κ²√s, the profile becomes c0 erfc[y/(2pℓ²)], and the 1/e depth is 0.72 pL_F², with the same power of time. For strong outward drift it stops at 1/|p|. The quarter power thus needs |p|L_F ≪ 1.

Take Z* = 5, ρ = 4 μΩ cm and j = 1 MA/cm², again round values. The force per charge is 5 × (4×10⁻⁸ Ω m) × (10¹⁰ A/m²) = 2000 V/m. Dividing by 0.0431 V gives p = 4.64×10⁴ m⁻¹ and pL_F = 0.43. Fisher's 9.25 μm becomes 11.5 μm for inward drift and 7.5 μm for outward drift. With the history of the leak and the storage kept, 7.97 μm becomes 9.5 and 6.7 μm, shifts of +19 % and −16 % in place of Fisher's +24 % and −19 %. Either pair is comparable with the 16 % error of Fisher's closure, so neither effect can be neglected here if the other is kept. The estimate leaves out the stress gradient that a current can build up in a confined film, which opposes the drift and can reduce these shifts.

**11. Beside a real film**

In a film about 1 μm thick, a depth of 8 μm has to be read as a distance along the film from a supplied edge, not through its thickness. With grains 1 μm wide, such a path crosses many junctions, and the assumption of a single straight boundary does not hold. If the path is longer than its projection by a factor of 1.2, chosen for illustration, the projected depth falls from 7.97 to 6.64 μm. Side branches at the junctions are further sinks, not sized here. The surface and the interfaces of the film are fast paths of their own, which the model leaves out and which can carry more than the boundaries do.

Boundaries also differ in structure. Since the depth varies as D_b^{1/2}, a boundary with one tenth of the assumed D_b is penetrated 3.2 times less deeply. Such a difference exceeds the 16 % at issue between Fisher's closure and the full model. For a segregating solute with a constant ratio of slab to face concentration, c_b in (1) can be read as the face concentration if δ is multiplied by that ratio. A depth measurement inside the t^{1/4} window, with D known, then yields only the product of the ratio, δ and D_b.

The full set of values is in the numerical output that follows.

Numbers as computed

```
boundary width delta = 0.5 nm
grain width d = 1000 nm
lattice prefactor = 1.0e-05 m^2/s
lattice activation energy E = 1.30 eV
boundary prefactor = 1.0e-06 m^2/s
boundary activation energy E_b = 0.55 eV
anneal temperature = 500 K
anneal time = 3600 s
lattice diffusivity D = 7.881e-19 m^2/s
boundary diffusivity D_b = 2.859e-12 m^2/s
ratio D_b/D = 3.628e+06
lattice length sqrt(Dt) = 53.3 nm
leak velocity sqrt(D/(pi t)) = 8.348e-12 m/s
leak velocity, discretized grain = 8.347e-12 m/s
similarity length ell = 6.951 um
Fisher depth L_F = 9.254 um
Fisher depth L_F = 9.254e-06 m
scaled 1/e depth, Fisher = 1.3313
scaled 1/e depth, with history = 1.1484
depth with history = 7.982 um
depth, full model = 7.972 um
full-model change on coarser grid = 0.005 %
Fisher depth / full-model depth = 1.161
inferred / true delta*D_b = 0.742
c/c0 at 4 um: full 0.6149, history 0.6151, Fisher 0.6490
c/c0 at 8 um: full 0.3665, history 0.3670, Fisher 0.4213
c/c0 at 16 um: full 0.1199, history 0.1204, Fisher 0.1775
full-model depth at 0.25 h = 5.629 um
full-model depth at 4 h = 11.282 um
ratio of these depths = 2.004
storage time delta^2/(4D) = 7.931e-02 s
grain-filling time (d/2)^2/D = 3.172e+05 s
lattice-overtaking time = 1.044e+12 s
time exponent at 1e-04 s = 0.4915
time exponent at 3600 s = 0.2507
time exponent at 1e+08 s = 0.5001
late effective diffusivity = 1.430e-15 m^2/s
late depth, full model = 481.4 um
late depth, formula = 481.5 um
storage ratio delta/(2 sqrt(Dt)) = 0.0047
grain ratio d/(2 sqrt(Dt)) = 9.39
beta = delta*D_b/(2 D sqrt(Dt)) = 1.703e+04
depth activation energy = -0.050 eV
full-model depth at 475 K = 8.459 um
depth ratio 475 K/500 K, full = 1.0612
same depth ratio, formula = 1.0630
effective charge number (magnitude) = 5
resistivity = 4.0 uOhm cm
current density = 1.0 MA/cm^2
drift parameter p*L_F = 0.430
Fisher depth, inward drift = 11.452 um
Fisher depth, outward drift = 7.477 um
```
